# Honeycomb Kane-Mele bands from layer orbitals in twisted dichalcogenide homobilayers, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Layer orbitals and their hoppings

### 1. Definitions and conventions

Two identical monolayers of a semiconducting transition-metal dichalcogenide are twisted by a small angle. Near the monolayer corner K the top valence band has one spin direction, called up. The envelope wave function then has one component for the bottom layer $b$ and one for the top layer $t$. The treatment is a single-particle continuum model with one parabolic band per layer. It omits interactions, other monolayer bands, nonparabolicity and lattice relaxation. Relaxation is strong in real bilayers at twists near one degree and makes the potential and the tunnelling depend on the angle.

Let $h$ be **minus** the valence Hamiltonian. The top valence bands are then the lowest bands of $h$. The Bloch functions are unchanged by this sign, and so are their Chern numbers.

In layer $l$ the kinetic energy is smallest at a moire momentum $\kappa_l$. Writing the envelope as $e^{i\kappa_l\cdot r}f_l(r)$ removes this offset from the kinetic energy and moves it into the tunnelling. The operator acting on $(f_b,f_t)$ is

$$h=\begin{pmatrix}\dfrac{p^2}{2m}+U_b(r)&T(r)\\ T^*(r)&\dfrac{p^2}{2m}+U_t(r)\end{pmatrix},\qquad T(r)=-w\sum_{j=1}^3e^{iq_j\cdot r},\quad w>0. \tag{1}$$

Here $p=-i\hbar\nabla$. In all phases, letters such as $k$ and $q$ are wave vectors. With moire period $a$ and $d=a/\sqrt3$, take

$$a_1=a(1,0),\quad a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\quad q_1=\kappa_t-\kappa_b=\frac{4\pi}{3a}(1,0).$$

The vectors $q_2=C_3q_1$ and $q_3=C_3^2q_1$ follow by anticlockwise rotation through $120^\circ$, so $q_1+q_2+q_3=0$. The differences

$$g_1=q_1-q_2,\qquad g_2=q_2-q_3,\qquad g_3=q_3-q_1$$

are reciprocal vectors, with $g_i\cdot a_j=2\pi\delta_{ij}$ for $i,j=1,2$. A general moire lattice vector is $R$, a general reciprocal vector $G$.

The potential $U_b$ is real, has the moire period, is invariant under $C_3$ about the origin, and has one well per cell, at $A_0=(a_1+a_2)/3$ and its translates. The other layer has $U_t(r)=U_b(-r)$, with wells at $-A_0$ and its translates. The two sets, called A and B, form a honeycomb lattice. The origin is the centre of a hexagon. The site $A_0=(a/2,d/2)$ has neighbours displaced by

$$\delta_1=(0,-d),\qquad \delta_2=\left(\tfrac a2,\tfrac d2\right),\qquad \delta_3=\left(-\tfrac a2,\tfrac d2\right).$$

Second neighbours are joined by $\pm s_j$, where $s_1=a_1$, $s_2=C_3s_1=a_2-a_1$ and $s_3=C_3^2s_1=-a_2$. Finally $\omega=e^{2\pi i/3}$.

### 2. The theorem

A *trial orbital* on A is a real function $\chi(r-r_A)$ in layer $b$, exponentially localised at $r_A$ and invariant under $C_3$ about $r_A$. Its partner on B is $\chi(-(r-r_B))$ in layer $t$.

**Theorem.** Assume that the two lowest bands of $h$ are separated from the third at every momentum, and that the trial orbitals projected onto these bands are linearly independent at every momentum. Then:

(a) The pair has exponentially localised Wannier orbitals, one on each honeycomb site, and its total Chern number is zero.

(b) Kept to second neighbours, the Hamiltonian in these orbitals is Haldane's model without a sublattice mass: a real $t_1$ between first neighbours and $-t_2e^{\pm i\phi}$ between second neighbours. For bare layer orbitals $\phi=2\pi/3$.

(c) If $t_1\neq0$, $t_2>0$ and $\sin\phi\ne0$, the lower and upper bands of the truncated model have Chern numbers $\pm\,\mathrm{sgn}(\sin\phi)$.

(d) Together with the time-reversed valley this is the Kane-Mele model with conserved spin and no Rashba term, supplemented by a spin-independent second-neighbour hopping.

The second assumption does real work. The tunnelling term $T$ is present at every twist, but the projection can become singular. Part II gives a case.

### 3. Symmetries

**Lemma 1.** The following operators commute with $h$:

$$\begin{aligned}(\mathcal T_Rf)_b(r)&=f_b(r-R),&(\mathcal T_Rf)_t(r)&=e^{-iq_1\cdot R}f_t(r-R),\\(Pf)_b(r)&=f_t(-r),&(Pf)_t(r)&=f_b(-r),\end{aligned}$$

and the rotation $C_3$ about the origin, acting alike on both layers.

*Proof.* Since the $q_j$ differ by reciprocal vectors, $e^{iq_j\cdot R}$ is the same for all $j$, and

$$T(r+R)=e^{iq_1\cdot R}T(r). \tag{2}$$

The $b$ component of $h\mathcal T_Rf$ contains $T(r)e^{-iq_1\cdot R}f_t(r-R)$. That of $\mathcal T_Rhf$ contains $T(r-R)f_t(r-R)$, which is equal by (2). The $t$ component follows by complex conjugation of $T$. Rotation permutes the $q_j$, so $T(C_3r)=T(r)$. For $P$, use $T(-r)=T^*(r)$ and $U_t(r)=U_b(-r)$: the off-diagonal term in $(Phf)_b(r)$ is $T^*(-r)f_b(-r)=T(r)f_b(-r)$, which is also the one in $(hPf)_b(r)$. ∎

The operator $P$ is an inversion within one valley. It is a property of model (1), and a voltage between the layers removes it.

States with $\mathcal T_R=e^{-ik\cdot R}$ have plane waves $k+G$ in layer $b$ and $k-q_1+G$ in layer $t$. Thus $k$ is measured from $\kappa_b$. Three momenta are invariant under $C_3$ up to a reciprocal vector: $k=0$ (called $\kappa_b$), $k=q_1$ ($\kappa_t$) and $k=-q_1$ ($\gamma$). Let $k'=k+q_1$ be the momentum measured from $\gamma$.

**Lemma 2.** For $N$ cells define

$$|A,k'\rangle=\frac1{\sqrt N}\sum_{r_A}e^{ik\cdot r_A}|r_A\rangle,\qquad |B,k'\rangle=\frac1{\sqrt N}\sum_{r_B}e^{i(k-q_1)\cdot r_B}|r_B\rangle. \tag{3}$$

Then $P$ exchanges $|A,k'\rangle$ with $|B,-k'\rangle$ and $|B,k'\rangle$ with $|A,-k'\rangle$. Moreover $C_3|a,k'\rangle=\omega|a,C_3k'\rangle$ for $a=A,B$.

*Proof.* Both sums have $\mathcal T_R=e^{-ik\cdot R}$; for B the layer phase $e^{-iq_1\cdot R}$ supplies what the factor $e^{i(k-q_1)\cdot r_B}$ lacks. A shift of momentum by $G$ multiplies $|A,k'\rangle$ by $e^{iG\cdot A_0}$ and $|B,k'\rangle$ by $e^{-iG\cdot A_0}$, because all A sites are $A_0+R$ and all B sites are $-A_0+R$.

Inversion takes the orbital at $r_A$ to the one at $r_B=-r_A$. Hence $P|A,k'\rangle$ has coefficients $e^{-ik\cdot r_B}$. These belong to a B sum with unprimed momentum $q_1-k$, whose primed momentum is $2q_1-k=-k'+3q_1$. Now $3q_1=2g_1+g_2$ is reciprocal and $3q_1\cdot A_0=2\pi$, so the shift gives no phase. The B sum is treated in the same way.

Rotation turns the coefficients of the A sum into $e^{i(C_3k)\cdot r_A}$. The new primed momentum is $C_3(k'-q_1)+q_1=C_3k'+g_1$. With $g_1\cdot A_0=2\pi/3$ the shift gives $\omega$. For B the coefficients become $e^{i(C_3k-q_2)\cdot r_B}$, so the new unprimed momentum is $C_3k-q_2+q_1$ and the primed one is $C_3k'+2g_1$. The shift factor is $e^{-2ig_1\cdot A_0}=e^{-4\pi i/3}=\omega$. ∎

### 4. Wannier orbitals and the form of the Hamiltonian

*Proof of (a).* Let $\Pi(k')$ project onto the pair. Because the pair is separated from the third band, $\Pi$ is an analytic function of momentum. Form the projected states $\Pi|a,k'\rangle$ and their overlap matrix $S_{ab}=\langle a,k'|\Pi|b,k'\rangle$. By assumption $S$ is positive definite, so $S^{-1/2}$ exists and is analytic. The states

$$|\tilde b,k'\rangle=\sum_a\Pi|a,k'\rangle(S^{-1/2})_{ab} \tag{4}$$

are orthonormal, analytic and, up to the constant phases in the proof of Lemma 2, periodic. The Fourier coefficients of an analytic periodic function decay exponentially, so the inverse of (3) gives exponentially localised orbitals. The trace of the Berry connection in the frame (4) is periodic, since constant phases do not change it. The integral of its curl over the Brillouin zone vanishes, and this integral is $2\pi$ times the total Chern number. ∎

*Proof of the form in (b).* The projector commutes with the symmetries, and (4) treats the orbitals symmetrically, so the new states transform as in Lemma 2. Let $H_{ab}(k')=\langle\tilde a,k'|h|\tilde b,k'\rangle$. Its Fourier expansion is $H_{ab}=\sum_\delta e^{ik'\cdot\delta}h_{ab}(\delta)$, with $\delta$ running over displacements from a site of type $a$ to sites of type $b$. The factor $\omega$ cancels between bra and ket, so $H(C_3k')=H(k')$: hoppings related by rotation are equal. Inversion gives

$$H_{AB}(k')=H_{BA}(-k')=H_{AB}(-k')^*,\qquad H_{BB}(k')=H_{AA}(-k').$$

The first relation makes every $h_{AB}(\delta)$ real. The three first-neighbour values are one real number $t_1$. On A write $h_{AA}(s_j)=-t_2e^{i\phi}$; Hermiticity then gives $h_{AA}(-s_j)=-t_2e^{-i\phi}$. The second relation reverses $\phi$ on B. With a common site energy $\varepsilon$,

$$\begin{aligned}H_{AA}&=\varepsilon-2t_2\sum_j\cos(k'\cdot s_j+\phi),\\ H_{BB}&=\varepsilon-2t_2\sum_j\cos(k'\cdot s_j-\phi),\\ H_{AB}&=t_1\sum_je^{ik'\cdot\delta_j}.\end{aligned}\tag{5}$$

This is Haldane's model. ∎

Since the matrix (5) obeys both symmetry relations for every $\phi$, these symmetries do not fix $\phi$. The product of first-neighbour hoppings around a hexagon is positive, so the net hexagon flux is zero; a nontrivial flux can arise only in loops that contain second-neighbour hops.

### 5. Bare orbitals

When $w$ is small, the leading hoppings come from the Wannier orbitals of the separate layers. Assume that the lowest band of each layer is isolated and choose its Wannier orbital $\chi$ real and $C_3$ symmetric.

**Lemma 3.** For bare orbitals $\phi=2\pi/3$.

*Proof.* The layer Hamiltonian $p^2/2m+U_b$ is real, so the hopping between second neighbours is a real number, $-t_2$. In its own frame layer $b$ has energy $\varepsilon-2t_2\sum_j\cos(p\cdot s_j)$, with $p$ now a wave vector. The ground state of such a scalar operator has no nodes and lies at $p=0$. If second-neighbour hopping dominates the dispersion, this requires $t_2>0$: the energy is $\varepsilon-6t_2$ at $p=0$ and $\varepsilon+3t_2$ at the zone corners.

For layer $b$, $p=k=k'-q_1$. The products $q_1\cdot s_j$ are $4\pi/3,-2\pi/3,-2\pi/3$. Hence $-q_1\cdot s_j$ equals $2\pi/3$ modulo $2\pi$ in all three cases, and comparison with (5) gives $\phi=2\pi/3$. For layer $t$, $p=k-q_1=k'-2q_1$, and the phase is $4\pi/3$, equivalent to $-2\pi/3$. ∎

The phase thus arises because the energy minimum of each layer is displaced from the common momentum origin $\gamma$; it is minus the product of this displacement with the hop vector.

**Lemma 4.** To first order in $w$ the tunnelling between neighbours with bond midpoint $\mu$ is $-wc\,M(\mu)$, where $M(\mu)=\sum_je^{iq_j\cdot\mu}$ and $c$ is one real number. In (5) this gives $t_1=wc$.

*Proof.* Put $r=\mu+x$ and $\delta=r_B-r_A$. The product of the orbitals is

$$\rho(x)=\chi\left(x+\tfrac\delta2\right)\chi\left(-x+\tfrac\delta2\right),$$

which is even in $x$. Thus

$$\int\chi_A\chi_B\sum_je^{iq_j\cdot r}\,d^2r=\sum_je^{iq_j\cdot\mu}F_j,\qquad F_j=\int\rho(x)\cos(q_j\cdot x)\,d^2x.$$

For the bond $\delta_1$ of $A_0$, $\mu=a_1/2$ and $q_j\cdot\mu=2\pi/3,-\pi/3,-\pi/3$. Because $e^{2\pi i/3}=-e^{-i\pi/3}$, the integral is $e^{-i\pi/3}(-F_1+F_2+F_3)$, while $M(\mu)=e^{-i\pi/3}$. Their ratio $c=-F_1+F_2+F_3$ is real.

The other bonds follow by rotation about $A_0$, which is $C_3$ about the origin followed by translation by $A_0-C_3A_0=a_1$. By (2) each such rotation multiplies the integral by $e^{iq_1\cdot a_1}=e^{4\pi i/3}$. It does the same to $M$, so $c$ is common. The values of $M$ are $e^{-i\pi/3}$ for $\delta_1$, $-1$ for $\delta_2$ and $e^{i\pi/3}$ for $\delta_3$.

The Bloch sums (3) add the phase

$$-k\cdot r_A+(k-q_1)\cdot r_B=k'\cdot\delta+q_1\cdot r_A-2q_1\cdot r_B.$$

For $r_A=A_0$, $q_1\cdot r_A=2\pi/3$, and $q_1\cdot r_B=2\pi/3,4\pi/3,0$ for the three bonds. The additional constants are therefore $-2\pi/3,-2\pi,2\pi/3$. Added to the phases $-\pi/3,\pi,\pi/3$ of $M$, they give $-\pi,-\pi,\pi$. Every bond has the factor $-1$, and $-wc\times(-1)=wc$. ∎

Reversing the sign of $w$ is equivalent to reversing the sign of $f_t$. Hence $t_1$ is odd in $w$, while $t_2e^{i\phi}$ is even. Corrections to the bare second-neighbour hopping start at order $w^2$.

## Part II. Topology, breakdown and a worked example

### 6. Results carried over

The momentum $k'$ is measured from $\gamma$, and $\kappa_b$, $\kappa_t$ lie at $k'=q_1$ and $k'=2q_1$; the latter is equivalent to $-q_1$. A sites belong to layer $b$, B sites to layer $t$. The first-neighbour vectors are $\delta_j$, of length $d=a/\sqrt3$, and the second-neighbour vectors are $\pm s_j$. When the pair of lowest bands is isolated and the projection of the trial orbitals is nonsingular, the Hamiltonian to second neighbours is (5), with real $t_1$ and phases $\pm\phi$ on A and B. Bare orbitals have $\phi=2\pi/3$. The symmetries are $C_3$, inversion with layer exchange $P$, and translations with a layer phase. The rotation has eigenvalues that are powers of $\omega=e^{2\pi i/3}$.

When the two lowest bands are isolated and the trial orbitals project onto them without singularity, the pair has localised honeycomb orbitals and, to second neighbours, Haldane's form (5), with $\phi=2\pi/3$ for bare orbitals. It remains to find the Chern numbers of the separate bands, add the second valley, show where the description breaks down and work through an example.
